\section*{When a converged Kohn-Sham state is a local energy minimum, part 1}

(Sections cited here and not found follow in the later parts.)

A self-consistent Kohn-Sham calculation has converged: the output density equals the input density. One must now decide whether to accept the state and compute forces, phonons or polarizabilities from it, or to distort the density, release the spin restriction and start again. Convergence shows only that the energy is stationary, and a saddle point is stationary too. For small distortions of the charge the decision rests on the sign of one operator on density changes,
\begin{equation}
K=-\chi_0^{-1}+v+f_{xc},
\end{equation}
where $\chi_0$ is the static response of the independent Kohn-Sham electrons, $v$ the electron-electron interaction and $f_{xc}$ the exchange-correlation kernel. The spin restriction is judged by a second operator of the same form, with $v+f_{xc}$ replaced by the spin kernel, and both operators decide local stability only. Before the sign of $K$ can be read, $\chi_0^{-1}$ needs a meaning, because $\chi_0$ has a null space. Hartree atomic units are used throughout. The numerical check, with its output, supplies the numerical values for the ring, apart from short arithmetic on printed values, and every check called a test.

\section{Two sites, two electrons}

Take two sites with potentials $v_1,v_2$ and hopping $t>0$, and put two electrons of opposite spin in the lower orbital. With $\bar v=(v_1+v_2)/2$ and $\delta=(v_1-v_2)/2$,
\begin{equation}
H=\begin{pmatrix} v_1&-t\\-t&v_2\end{pmatrix}=\bar v+\delta\,\sigma_z-t\,\sigma_x .
\end{equation}
Since $(\delta\sigma_z-t\sigma_x)^2=\delta^2+t^2$, the levels are $\bar v\pm\sqrt{t^2+\delta^2}$. The Hellmann-Feynman theorem gives $\langle\sigma_z\rangle=\partial\varepsilon_-/\partial\delta=-\delta/\sqrt{t^2+\delta^2}$ in the lower orbital. Writing the site charges as $\rho_1=1+y$, $\rho_2=1-y$, we have $2y=2\langle\sigma_z\rangle$, so
\begin{equation}
y=-\frac{\delta}{\sqrt{t^2+\delta^2}},\qquad \frac{dy}{d\delta}=-\frac{t^2}{(t^2+\delta^2)^{3/2}} .
\label{dimer-y}
\end{equation}
At $\delta=0$ the slope is $-1/t$, and with $\partial\delta/\partial v_1=-\partial\delta/\partial v_2=\tfrac12$,
\begin{equation}
\chi_0=\frac{\partial\rho_j}{\partial v_l}=-\frac1{2t}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.
\label{dimer-chi}
\end{equation}
The vector $(1,1)$ has eigenvalue $0$, because $\bar v$ does not enter (\ref{dimer-y}). The neutral vector $(1,-1)$ has eigenvalue $-1/t$: charge leaves the site whose potential is raised. The inverse exists on the neutral vector only, where $-\chi_0^{-1}=t$.

For the energy, take the general orbital $(\cos\theta,\,e^{i\phi}\sin\theta)$. Then $\rho_1=2\cos^2\theta$, so $y=\cos2\theta$, and the kinetic energy of two electrons is $-4t\cos\theta\sin\theta\cos\phi=-2t\sqrt{1-y^2}\cos\phi$. The phase $\phi$ leaves the charges alone and costs $t\phi^2$ near $y=0$. At fixed $y$ the minimum is at $\phi=0$:
\begin{equation}
T_s(y)=-2t\sqrt{1-y^2}=-2t+t\,y^2+\tfrac14 t\,y^4+\dots
\end{equation}
With $\delta\rho=y\,(1,-1)$ we have $\tfrac12\,\delta\rho\cdot(-\chi_0^{-1})\,\delta\rho=\tfrac12\,t\,(2y^2)=ty^2$, which is the quadratic term of $T_s$. Let the Hartree-exchange-correlation energy be $gy^2$ plus a constant, so that its kernel has eigenvalue $g$ on the neutral vector. The total energy is $-2t+(t+g)y^2+\dots$, and $K=t+g$. For $g>-t$ the symmetric state is a minimum, even for negative $g$. For $g<-t$ it is a maximum along $y$, and $dE/dy=2ty/\sqrt{1-y^2}+2gy=0$ has the further solutions $\sqrt{1-y^2}=t/|g|$. At $g=-t$ the quartic term decides. It is $+ty^4/4$ here, but an interaction energy containing $-cy^4$ with $c>t/4$ has the same kernel and reverses the verdict, so $K=0$ settles nothing.

Two limits mark the conditions needed later. If both electrons are put in the upper orbital, $\langle\sigma_z\rangle$ changes sign and the eigenvalue of $\chi_0$ on the neutral vector becomes positive, $+1/t$ at $\delta=0$. If $t\to0$ at fixed $\delta\neq0$, the slope in (\ref{dimer-y}) vanishes, $\chi_0=0$, and the null space has dimension two.

\section{Many sites with a gap: sign of $\chi_0$}

\subsection*{Conventions}
Space is a grid of $M$ points with spacing $h$. The Hamiltonian is the real symmetric matrix $H=T+\mathrm{diag}(v_s)$, with real orthonormal eigenvectors $\varphi_k(j)$ and eigenvalues $\varepsilon_k$. Spatial orbital $k$ holds $f_k\in[0,2]$ electrons, the site charge is $\rho_j=\sum_kf_k\varphi_k(j)^2=h\,n(x_j)$, and a dot denotes $\sum_j$. A perturbation $u$ is a local potential with matrix elements $u_{ik}=\sum_j\varphi_i(j)u_j\varphi_k(j)=u_{ki}$. In the continuum the sums become integrals and $\chi_0(j,l)=h^2\chi_0(x_j,x_l)$. In this section the $N_o$ lowest orbitals, labelled $i$, are doubly occupied, the others, labelled $a$, are empty, and $D_{ai}=\varepsilon_a-\varepsilon_i>0$ for every pair. The electron number $N=2N_o$ cannot change under a small $u$, because no level crosses the gap.

\subsection*{The response}
First-order perturbation theory gives $\delta\varphi_k=\sum_{m\neq k}\varphi_m\,u_{mk}/(\varepsilon_k-\varepsilon_m)$; inside a degenerate level the orbitals are chosen to diagonalize $u$, so no vanishing denominator carries a nonzero numerator. With fixed occupations,
\begin{equation}
\delta\rho=\sum_k 2f_k\varphi_k\,\delta\varphi_k=\sum_{k\neq m}\frac{2f_k}{\varepsilon_k-\varepsilon_m}\,\varphi_k\varphi_m\,u_{mk}.
\end{equation}
The product $\varphi_k\varphi_mu_{mk}$ is symmetric in $k,m$, so the weight may be replaced by its average with the weight of the swapped pair, $\tfrac12[2f_k/(\varepsilon_k-\varepsilon_m)+2f_m/(\varepsilon_m-\varepsilon_k)]$. This gives
\begin{equation}
\chi_0(j,l)=\sum_{k\neq m}\frac{f_k-f_m}{\varepsilon_k-\varepsilon_m}\,\varphi_k(j)\varphi_m(j)\,\varphi_k(l)\varphi_m(l).
\label{sos}
\end{equation}
Pairs with equal occupation drop out. Each occupied-empty pair appears twice, as $(i,a)$ and $(a,i)$, with weight $-2/D_{ai}$ each time:
\begin{equation}
\chi_0(j,l)=-4\sum_{ai}\frac{\varphi_a\varphi_i(j)\,\varphi_a\varphi_i(l)}{D_{ai}},\qquad
u\cdot\chi_0u=-4\sum_{ai}\frac{u_{ai}^2}{D_{ai}}\le0 .
\label{form}
\end{equation}
The matrix is symmetric and negative semidefinite. For a constant potential $u_j=c$, $u_{ai}=c\sum_j\varphi_a\varphi_i=0$ by orthogonality, so $\chi_0\mathbf 1=0$. By symmetry $\mathbf 1\cdot\chi_0u=0$ as well, which states that every induced charge is neutral. On the dimer $\varphi_a\varphi_i=(\tfrac12,-\tfrac12)$ and $D=2t$, and (\ref{form}) gives $-4\cdot\tfrac14/(2t)=-1/(2t)$ on the diagonal, as in (\ref{dimer-chi}).

The sign came from $(f_k-f_m)/(\varepsilon_k-\varepsilon_m)\le0$, which holds when occupations do not increase with energy. An empty level below a filled one contributes a positive term to (\ref{sos}), and the sign is then no longer guaranteed.

\subsection*{The whole null space}
From the first form in (\ref{form}), $u_{ai}=0$ for all pairs implies $\chi_0u=0$; from the second, $\chi_0u=0$ implies $u_{ai}=0$, because all terms have one sign. So the null space is the set of $u$ with no occupied-empty matrix element. Let $P=\sum_i\varphi_i\varphi_i^T$ be the projector on the occupied space, which is the one-body density matrix per spin, and $U=\mathrm{diag}(u)$. In the orbital basis the commutator $[U,P]$ has elements $u_{ai}$ in position $(a,i)$, $-u_{ai}$ in position $(i,a)$ and zero elsewhere. In the site basis its elements are $(u_j-u_l)P_{jl}$. The sum of squared elements is unchanged by an orthogonal change of basis, hence
\begin{equation}
\sum_{ai}u_{ai}^2=\tfrac12\sum_{jl}(u_j-u_l)^2P_{jl}^2 .
\label{comm}
\end{equation}
A null vector therefore has $u_j=u_l$ whenever $P_{jl}\neq0$, and the converse holds too. Join two sites when $P_{jl}\ne0$. The null space consists of the potentials that are constant on each connected piece of this graph, and its dimension is the number of pieces. It is exactly the constants when $P$ connects the system. The dimer at $t\to0$ has diagonal $P$ and two pieces. A completely filled grid has $P=1$, $M$ pieces and $\chi_0=0$, so on a grid a positive density alone does not give connectivity.

In the continuum it does. There (\ref{comm}) reads $\sum u_{ai}^2=\tfrac12\iint(u(r)-u(r'))^2\gamma(r,r')^2$ with $\gamma=\sum_i\varphi_i(r)\varphi_i(r')$. If the orbitals are continuous and $n(r)=2\gamma(r,r)>0$ on a connected region, each point has a small ball in which $\gamma(r,r')\neq0$ for all $r,r'$. A null $u$ is constant almost everywhere in each ball, and overlapping balls carry one value through the region.

\subsection*{Test system}
The numerical model is a ring of length $L=12$ bohr with $M=24$ points, $h=0.5$ bohr, $N=6$ electrons and the three-point kinetic energy $(T\varphi)_j=-(\varphi_{j+1}-2\varphi_j+\varphi_{j-1})/2h^2$. The interaction is $W_{jl}=1/\sqrt{d_{jl}^2+1}$ with softening length 1 bohr and chord distance $d=(L/\pi)\sin(\pi(x_j-x_l)/L)$. Exchange is a model local term of Slater form, $E_x=-\tfrac34A\int n^{4/3}dx$, with a free coupling $A$ in Ha\,bohr$^{1/3}$ and no correlation. The general statements are tested on the self-consistent state in $v_{ext}=0.3\cos(2\pi x/L)+0.1\sin(4\pi x/L)$ Ha with $A=1$, called the modulated ring; its gap is $0.349$ Ha.

There, $\chi_0$ obtained by finite differences of the diagonalized density agrees with (\ref{sos}) to better than $10^{-6}$ Ha$^{-1}$ in every element. Its top eigenvalue is $5\times10^{-12}$ Ha$^{-1}$, zero within the noise of the differences; the next is $-0.0419$ and the lowest $-0.669$ Ha$^{-1}$. The smallest neighbour element $|P_{j,j+1}|$ is $0.075$, so $P$ connects the ring, in accord with the single null vector. Identity (\ref{comm}) and the quadratic form in (\ref{form}) are tested on a random $u$. Emptying the lowest orbital and filling the next two gives a top eigenvalue $+0.61$ Ha$^{-1}$. Cutting two opposite bonds, with four electrons in the bare $v_{ext}$, gives a null space of dimension 2, and the potential equal to one on half the ring is tested to be null for the cut ring and not for the intact one.

\section{Fermi occupations: fixed $N$ against fixed $\mu$}

In a metal or at finite temperature the occupations respond. Let $f_k=f(\varepsilon_k-\mu)$ with $f(\epsilon)=2/(e^{\epsilon/kT}+1)$ and $f'_k<0$. The level shift is $\delta\varepsilon_k=u_{kk}$, so $\delta\rho$ gains the term $\sum_kf_k'(u_{kk}-\delta\mu)\varphi_k^2$. The part with $u_{kk}$ has the form of a $k=m$ term of (\ref{sos}) with weight $f'_k$. Define
\begin{equation}
w_{km}=\frac{f_k-f_m}{\varepsilon_k-\varepsilon_m}\quad(\varepsilon_k\ne\varepsilon_m),\qquad w_{km}=f'_k\quad(\varepsilon_k=\varepsilon_m).
\end{equation}
Giving degenerate pairs $k\neq m$ the weight $f'_k$ adds nothing in the basis that diagonalizes $u$ within the level, where $u_{km}=0$. It makes the sum over the level, $f'\sum_{km}\varphi_k\varphi_mu_{km}$, invariant under rotations within the level, so that any basis may be used. Then
\begin{equation}
\delta\rho=\chi_\mu u-g\,\delta\mu,\qquad \chi_\mu=\sum_{km}w_{km}\,(\varphi_k\varphi_m)(\varphi_k\varphi_m)^T,\qquad g=\sum_kf'_k\varphi_k^2 .
\end{equation}
At fixed $\mu$ the form is $u\cdot\chi_\mu u=\sum_{km}w_{km}u_{km}^2$. The Fermi function is strictly decreasing, every $w_{km}$ is negative, and the form vanishes only if all $u_{km}=0$, that is $u=0$. So $\chi_\mu$ is negative definite and constants are not null: $u_{km}=\delta_{km}$ gives $\chi_\mu\mathbf1=g$ and $\mathbf 1\cdot\chi_\mu\mathbf1=\sum_kf'_k$. A uniform rise of the potential against a reservoir expels electrons.

At fixed $N$ we require $\mathbf1\cdot\delta\rho=0$. With $\mathbf1\cdot\chi_\mu u=g\cdot u$ and $\mathbf 1\cdot g=S\equiv\sum_kf'_k$, this gives $\delta\mu=g\cdot u/S$ and
\begin{equation}
\chi_N=\chi_\mu-\frac{g\,g^T}{S},\qquad \chi_N\mathbf1=g-g\,\frac{S}{S}=0 .
\end{equation}
The contribution $-gg^T/S$ is positive semidefinite, since $S<0$, so the sign needs a second look. Put $p_k=f'_k/S$, which are positive and sum to one, and note $g\cdot u=\sum_kf'_ku_{kk}=S\bar u$ with $\bar u=\sum_kp_ku_{kk}$. Then
\begin{align}
u\cdot\chi_Nu&=\sum_{k\neq m}w_{km}u_{km}^2+S\sum_kp_ku_{kk}^2-S\bar u^2\nonumber\\
&=\sum_{k\neq m}w_{km}u_{km}^2+S\sum_kp_k(u_{kk}-\bar u)^2\le0,
\end{align}
where the last step is the identity $\sum p\,x^2-\bar x^2=\sum p\,(x-\bar x)^2$. Equality needs all off-diagonal elements zero and all diagonal ones equal, so $U$ is a multiple of the identity. At finite temperature with one common $\mu$ the null space is exactly the constants, with no connectivity condition, because charge can move between pieces through the occupations. In the limit $kT\to0$ with $\mu$ in a gap, $f'\to0$ exponentially, the variance term disappears and (\ref{form}) returns.

On the modulated ring at $kT=0.1$ Ha both formulas agree with finite differences to $10^{-6}$ Ha$^{-1}$ per element. The top eigenvalue is $8\times10^{-12}$ Ha$^{-1}$ at fixed $N$ and $-0.0432$ Ha$^{-1}$ at fixed $\mu$, and $\mathbf1\cdot\chi_\mu\mathbf1$ from differences and $\sum f'$ both equal $-9.06$ Ha$^{-1}$. The remaining sections return to the gapped closed shell at zero temperature.

For a gapped closed shell $\chi_0$ is negative semidefinite, and when $P$ connects the grid its null space is exactly the constants, so $\chi_0^{-1}$ has a meaning on neutral charge changes. It remains to show that the sign of $K$ on these changes tells a minimum from a saddle point.
